\section*{Hydrogen 1s–2s Two-Photon Excitation: Intermediate States in Length and Velocity Gauge, part 2}

Hydrogen, with $H=\tfrac12\mathbf p^2+U$, $U=-1/r$ and an infinitely heavy nucleus, absorbs two photons and goes from $1s$ to $2s$. We compare the intermediate-state contributions in two gauges, in Hartree atomic units. The dipole field along $z$ is $\mathcal E(t)=\sum_i\mathcal E_i\cos\omega_it=-\dot A$. The coupling is $\mathcal Ez$ (length gauge, $\psi_L$) or $Ap_z+\tfrac12A^2$ (velocity gauge, $\psi_V=e^{-iAz}\psi_L$).

Let $\Delta=E_{2s}-E_{1s}=3/8$, $x=E_n-E_{1s}$, $0<\omega_i<\Delta$ and $\epsilon=\omega_1+\omega_2-\Delta$. Then $i\dot c_{2s}=We^{-i\epsilon t}$, with $W=-\tfrac14\mathcal E_1\mathcal E_2\sum_nL_n$ or $-\tfrac14\mathcal E_1\mathcal E_2\sum_nV_n$, where
\begin{align}
L_n&=P_nG(x), & P_n&=\langle2s|z|n\rangle\langle n|z|1s\rangle,\nonumber\\
V_n&=-\frac{\langle2s|p_z|n\rangle\langle n|p_z|1s\rangle}{\omega_1\omega_2}G(x), & G(x)&=\frac1{x-\omega_1}+\frac1{x-\omega_2}.
\label{def}
\end{align}
The two terms of $G$ are the two photon orderings. At fixed $\omega_i/\Delta$, $L_n$ and $V_n$ scale with mass as $m^{-3}$. Results so far:
\begin{equation}
V_n=-\frac{x(x-\Delta)}{\omega_1\omega_2}\,L_n .
\label{ratio}
\end{equation}
\begin{equation}
V_n=L_n-\frac{(2x-\Delta+\epsilon)P_n}{\omega_1\omega_2}-\epsilon P_n\left[\frac1{\omega_2(x-\omega_1)}+\frac1{\omega_1(x-\omega_2)}\right].
\label{term}
\end{equation}
\begin{equation}
\sum_n(2x-\Delta)P_n=\langle2s|1s\rangle=0 ,
\label{rule}
\end{equation}
At $\epsilon=0$ both sums equal $M$. Closure gives $\sum_nP_n=\langle2s|z^2|1s\rangle\equiv Q=-512\sqrt2/729$. For $2p$, $P_2=-128\sqrt2/81$, $L_{2p}=\Delta P_2/\omega_1\omega_2$ and $V_{2p}=0$. For $n\ge3$, with $\nu=1/n$,
\begin{equation}
P_n=\frac{2^{25/2}}3\,\frac{\nu^3}{(1-\nu^2)^2(1-4\nu^2)^3}\left(\frac{n-1}{n+1}\right)^n\left(\frac{n-2}{n+2}\right)^n>0 .
\label{Pn}
\end{equation}
For the continuum, $E=k^2/2$,
\begin{equation}
\frac{dP}{dE}=\frac{2^{25/2}}3\,\frac{\exp\left[-\frac2k(\arctan k+\arctan2k)\right]}{(1+k^2)^2(1+4k^2)^3(1-e^{-2\pi/k})}>0,\qquad x=\tfrac12(1+k^2).
\label{dP}
\end{equation}
At threshold $n^3P_n$ and $dP/dE$ both tend to $C=4.786$. The energy-normalized continuum element of $z$ with $2s$ is $Z_2=\frac{2N}{\sqrt6}\,j(\tfrac12)/(\tfrac14+k^2)$, with $N^2=\frac49(1+k^2)/(1-e^{-2\pi/k})$, $j(\sigma)=6\phi(\sigma)/(\sigma^2+k^2)^2$ and $\phi(\sigma)=\exp[-(2/k)\arctan(k/\sigma)]$.

Two estimates were made for the example $\omega_1=\omega_2=\omega=3/16$. Giving all strength to $2p$ yields $M_0=QG(\Delta)=-10.6$. Keeping $2p$, lumping all other states (total strength $P_r$) at $x=\tfrac12$ and requiring the gauges to agree yields $P_2=\tfrac52Q=-2.48$, $M_1=-16.95$ and $L_{2p}/M_1=1.56$.

\subsection{Signs and the table}

Beyond $2p$, $P>0$, $G>0$ and $x>\Delta$, so $L>0$ and $V<0$. Since $V_{2p}=0$, the total is negative; since $M$ is $L_{2p}$ plus positive terms, $L_{2p}<M<0$ for every on-shell split with $0<\omega_i<\Delta$. A partial sum that contains $2p$ lies below $M$ in the length gauge and above it in the velocity gauge.

For $\omega_1=\omega_2=0.1875$, $\omega_1\omega_2=0.03515625$. The $2p$ row is $\Delta P_2=0.375\times(-2.234807)=-0.838052$, divided by $\omega_1\omega_2$, which gives $L_{2p}=-23.8379$. For $3p$, $x=0.444444$ and $P_3=0.527852$, so $L_3=2\times0.527852/(0.444444-0.1875)=4.1087$; the ratio is $-0.444444\times(0.444444-0.375)/0.03515625=-0.8779$, and $V_3=-3.6071$. The other rows follow from (\ref{ratio}), (\ref{Pn}) and (\ref{dP}), the series remainder and the energy integrals being done numerically. $P$ is in $a_0^2$, the amplitudes are in $a_0^2/E_h$, and the last two columns are running sums.

\begin{center}
\begin{tabular}{lrrrrr}
state & $P$ & $L$ & $V$ & $\sum L$ & $\sum V$\\
$2p$ & $-2.2348$ & $-23.8379$ & $0$ & $-23.8379$ & $0$\\
$3p$ & $0.5279$ & $4.1087$ & $-3.6071$ & $-19.7292$ & $-3.6071$\\
$4p$ & $0.1302$ & $0.9258$ & $-1.1572$ & $-18.8035$ & $-4.7643$\\
$5p$ & $0.0538$ & $0.3682$ & $-0.5278$ & $-18.4353$ & $-5.2921$\\
$6p$ & $0.0279$ & $0.1872$ & $-0.2875$ & $-18.2482$ & $-5.5796$\\
$7p$ & $0.0165$ & $0.1093$ & $-0.1747$ & $-18.1389$ & $-5.7543$\\
$8p$ & $0.0106$ & $0.0697$ & $-0.1144$ & $-18.0692$ & $-5.8688$\\
$n\ge9$ & & $0.2260$ & $-0.3878$ & $-17.8432$ & $-6.2566$\\
$0<E<0.25$ & & $1.9461$ & $-6.1691$ & & \\
$0.25<E<1$ & & $0.1829$ & $-2.6201$ & & \\
$E>1$ & & $0.0069$ & $-0.6616$ & $-15.7073$ & $-15.7073$
\end{tabular}
\end{center}

The continuum adds $2.1359$ to $-17.8432$ in one gauge and $-9.4508$ to $-6.2566$ in the other, and $M=-15.7073\,a_0^2/E_h$ in both. The $2p$ state supplies $1.518$ times the total in the length gauge, so it dominates in the sense of overshooting, and nothing in the velocity gauge. The continuum share of $M$ is $-0.136$ and $0.602$. As the share of a state changes with the gauge while $W$ does not, it is not a property of the transition.

In the numerical check, (\ref{ratio}), (\ref{Pn}) and (\ref{dP}) are tested against quadrature of the $z$ and $\partial_z$ integrals with Laguerre and Coulomb functions, and both totals against a diagonalization of $H$ in 30 Laguerre functions per partial wave, which gives $-15.70731084$ in each gauge. For the split $\omega_1=0.3$, $\omega_2=0.075$ both sums give $-27.5984$, with $L_{2p}=-37.2468$.

\subsection{Rabi frequency}

For a single mode $\mathcal E_0\cos\omega t$ there is one ordering, $W=-\tfrac14\mathcal E_0^2\sum_nP_n/(x-\omega)=-\tfrac14\mathcal E_0^2(M/2)$ with $M/2=-7.8537$. Two resonant levels coupled by $W$ split by $2|W|$, so at leading order in the intensity $\Omega=\mathcal E_0^2|M|/4$. For $\mathcal E_0=10^{-4}$ this is $3.9268\times10^{-8}E_h$, and the program tests it against the minimum gap of the Floquet quasi-energies, computed in both gauges; this also tests the factor $1/\omega_1\omega_2$ in (\ref{def}). That test uses a discrete basis chosen so that no $p$ pseudostate lies near $E_{2s}+\omega=1/16$, which switches off ionization. In the atom a third photon ionizes $2s$ at the golden-rule rate $\gamma=2\pi(\mathcal E_0/2)^2Z_2^2$, with $Z_2$ the continuum element at $k^2=1/8$. There $N^2\approx\tfrac12$, $\phi(\tfrac12)=0.03076$, $j(\tfrac12)=1.3123$ and $Z_2=2.020$, so $\gamma=6.41\,\mathcal E_0^2=1.63\,\Omega$. This rate is of the same order in the intensity as $\Omega$. With the width $-i\gamma/2$ added to the $2s$ level, the real splitting on resonance is $(\Omega^2-\gamma^2/4)^{1/2}=0.58\,\Omega$ and the oscillation is strongly damped: $\Omega=2|W|$ is the coupling, not an observable undamped oscillation frequency. In SI units $\hbar\Omega=\mathcal E_0^2|M|/4$ and $I=\tfrac12c\varepsilon_0\mathcal E_0^2$ for a travelling wave, so
\begin{equation}
\frac\Omega{2\pi I}=\frac{|M|}{2c\varepsilon_0h}=7.36\times10^{-5}\ \frac{\mathrm{Hz}}{\mathrm{W/m^2}},\qquad M=-2.59\times10^{-40}\ \mathrm{C^2m^2/J},
\end{equation}
at a wavelength of $243$ nm. For real hydrogen the third figure already changes: by the $m^{-3}$ scaling, the reduced mass raises $|M|$ by the fraction $3m_e/m_p$, roughly $0.2\%$, which turns $7.36$ into $7.37$.

\subsection{Where the results fail}

Off the energy shell, summing (\ref{term}) with (\ref{rule}), closure and $S_i=\sum_nP_n/(x-\omega_i)$ leaves
\begin{equation}
\sum_nV_n-\sum_nL_n=-\epsilon\left(\frac{S_1}{\omega_2}+\frac{S_2}{\omega_1}\right)-\frac{\epsilon Q}{\omega_1\omega_2}.
\end{equation}
For $\omega_1=0.2$, $\omega_2=0.185$, $\epsilon=0.01$, with $S_1=-8.5218$ and $S_2=-7.7315$, the right side is $0.01\,(8.5218/0.185+7.7315/0.2)+0.01\times0.9932/(0.2\times0.185)=1.1157$, and the basis sums are $-15.1376$ and $-16.2533$. This is no contradiction: while $A\ne0$, the projections of $\psi_V$ and $\psi_L$ on the unperturbed $2s$ state differ, because the two wave functions differ by the factor $e^{-iAz}$. Integrating $i\dot c_{2s}=We^{-i\epsilon t}$ gives $c_{2s}=We^{-i\epsilon t}/\epsilon$, so the formula above requires the coefficient of $e^{-i\epsilon t}$ in $c_V-c_L$ to be $\tfrac14\mathcal E_1\mathcal E_2(S_1/\omega_2+S_2/\omega_1+Q/\omega_1\omega_2)$. Expanding $e^{-iAz}$, with $\mathcal E_i/(2i\omega_i)$ the $e^{-i\omega_it}$ coefficient of $A$, the term $-iAz$ acting on the first-order length-gauge amplitudes $-\tfrac12\mathcal E_i\langle n|z|1s\rangle/(x-\omega_i)$ gives the two $S$ terms, and $-\tfrac12A^2z^2$ acting on $1s$ gives the $Q$ term.

The vanishing of $V_{2p}$ needs $E_{2p}=E_{2s}$, whereas (\ref{ratio}) and (\ref{rule}) need a local potential. For $U=-e^{-\mu r}/r$ with $\mu=0.05$ the basis calculation gives $E_{1s}=-0.451816$, $E_{2s}=-0.081771$, $E_{2p}=-0.080740$ and $\omega=0.185023$. Equation (\ref{ratio}) predicts $V_{2p}/L_{2p}=-0.001031\times(0.451816-0.080740)/0.185023^2=-0.0112$. The computed terms are $L_{2p}=-24.3964$ and $V_{2p}=0.2726$, in this ratio, and both totals are $-15.7926$. A nonlocal potential adds $[U,z]$ to $[H,z]$, and the derivation no longer applies as written.

In the Coulomb problem, a nonempty proper subset of the exact $l=1$, $m=0$ eigenstates violates (\ref{rule}), because $(2x-\Delta)P$ is negative for $2p$ and positive for all other such states. The bound states alone give $-17.84$ and $-6.26$. A finite basis is a different matter. If $H$ is diagonalized in a $p$ space that contains $z|1s\rangle$ and $z|2s\rangle$, then $\langle n|Hz|s\rangle=E_n\langle n|z|s\rangle$ and closure on these two vectors hold exactly, so (\ref{ratio}) and (\ref{rule}) hold and the two gauges agree however small the space is. Agreement of the gauges therefore does not by itself show that a basis sum has converged.

As $\omega_2\to0$ on shell, $M$ has a pole. In the length gauge it comes from the $2p$ denominator, $\omega_1\omega_2M=\Delta P_2+\omega_1\omega_2\sum'PG\to\Delta P_2$, the prime excluding $2p$. In the velocity gauge $\omega_1\omega_2M=-\sum'x(x-\Delta)GP$ with $G\to1/(x-\Delta)+1/x$, which tends to $-\sum'(2x-\Delta)P=\Delta P_2$ by (\ref{rule}): the pole sits in the prefactor and the residue is supplied by the other states. At $\omega_2=10^{-4}$ the velocity sum gives $-0.837494$, against $\Delta P_2=-0.838052$. The model itself fails once $\omega_2$ approaches the $2s$--$2p$ splittings of real hydrogen, about $1.5\times10^{-6}E_h$ to $2p_{3/2}$ and $1.6\times10^{-7}E_h$ to $2p_{1/2}$.

\section{Estimate and exact result compared}

The one-state estimate $M_0=-10.6$ has the right sign and is $33\%$ too small in magnitude relative to $M=-15.71$. The direction of the error follows from the signs: $M-M_0=\sum'P\,[G(x)-G(\Delta)]<0$, because $P>0$ and $G$ decreases beyond $2p$. The quantity $Q=-0.9932$ is a difference, of $P_2=-2.2348$ and a remainder $P_r=Q-P_2=1.2416$, and the two parts meet different denominators.

The two-state estimate gives $M_1=-16.95$, too large in magnitude by $8\%$ of $M$, a $2p$ share of $1.56$ against $1.518$, and $P_2=-2.48$ against $-2.23$. Its one guessed input is the position of the lumped strength. Let $\bar x$ be the mean of $x$ over the states beyond $2p$, weighted with $P$. The sum rule (\ref{rule}) reads $\Delta P_2+(2\bar x-\Delta)P_r=0$, and eliminating $P_r$ with $P_2+P_r=Q$ gives $P_2/Q=(2\bar x-\Delta)/2(\bar x-\Delta)$. The guess $\bar x=\tfrac12$ returns $5/2$. The exact ratio is $(128/81)(729/512)=9/4$, so $8\bar x-4\Delta=18\bar x-18\Delta$ and $\bar x=\tfrac75\Delta=0.525$, slightly above threshold. The guess was close, but $P_2/Q$ is sensitive to it through the small difference $\bar x-\Delta$. Correcting it removes only part of the error in $M_1$: with $\bar x=0.525$ the estimate is $-23.838+1.2416\times2/(0.525-0.1875)=-16.48$, still $5\%$ too large in magnitude. The rest comes from the lumping: $G$ is convex, so its $P$-weighted mean over the states beyond $2p$ exceeds $G(\bar x)$.

What a single lumped level cannot show is the spread. The ratios $V/L$ of the table entries run from $-0.88$ at $3p$ through $-1.64$ at $8p$ to the threshold value $-16/9$, and by (\ref{ratio}) they grow in magnitude as $x(x-\Delta)$ in the continuum. The band above $1\,E_h$ contributes $0.0069$ to the length sum and $-0.66$ to the velocity sum, the latter being $4\%$ of $M$. With all bound states included, the length sum is off by $14\%$ of $M$ and the velocity sum by $60\%$, on opposite sides of $M$, as the signs require.

\section*{Calculated quantities}
\begin{verbatim}
units: energies Eh, P in a0^2, L V M in a0^2/Eh
Delta = 0.375 Eh, w1 = w2 = 0.1875 Eh, w1*w2 = 0.03515625 Eh^2
  n  x(Eh)     P          L          V          V/L
  2 0.375000  -2.234807 -23.837937   0.000000   0.00000
  3 0.444444   0.527852   4.108689  -3.607079  -0.87791
  4 0.468750   0.130187   0.925774  -1.157217  -1.25000
  5 0.480000   0.053842   0.368152  -0.527783  -1.43360
  6 0.486111   0.027943   0.187155  -0.287536  -1.53635
  7 0.489796   0.016514   0.109254  -0.174734  -1.59933
  8 0.492188   0.010624   0.069739  -0.114416  -1.64062
running sum to 2p: L = -23.837937  V =   0.000000
running sum to 3p: L = -19.729248  V =  -3.607079
running sum to 4p: L = -18.803475  V =  -4.764296
running sum to 5p: L = -18.435323  V =  -5.292079
running sum to 6p: L = -18.248167  V =  -5.579616
running sum to 7p: L = -18.138913  V =  -5.754350
running sum to 8p: L = -18.069173  V =  -5.868766
n>=9 bound: L = 0.226003  V = -0.387791
all bound: L = -17.843171  V = -6.256557
continuum E 0.0-0.25 Eh: L = 1.946065  V = -6.169100
continuum E 0.25-1.0 Eh: L = 0.182943  V = -2.620104
continuum E 1.0-inf Eh: L = 0.006851  V = -0.661550
all continuum: L = 2.135860  V = -9.450753
total M: L = -15.70731084  V = -15.70731084
basis (30 functions) M: L = -15.70731084  V = -15.70731084
M/2 (one ordering) = -7.85365542 a0^2/Eh
L_2p/M = 1.51763; exact P_2 = -128*sqrt(2)/81 a0^2
continuum share of M: L = -0.13598  V = 0.60168
threshold density C = 4.786155 a0^2/Eh
sum P = -0.99324739, <2s|z^2|1s> = -0.99324739 a0^2
sum (2x-Delta)P = 5.6e-17; its 2p part = -0.838052 a0^2 Eh
M = -2.58979e-40 C^2 m^2/J
wavelength = 243.005 nm
Omega/(2 pi I) = 7.36221e-05 Hz/(W/m^2)
E0 = 0.0001 a.u.: E0^2|M|/4 = 3.9268e-08 Eh
Floquet gap: L = 3.9268e-08  V = 3.9268e-08 Eh
w1=0.3 w2=0.075 Eh: M_L = -27.598387 M_V = -27.598387 L_2p = -37.246777
w2 = 0.0001 Eh: w1 w2 M_V = -0.837494 a0^2 Eh
off shell w1=0.2 w2=0.185 eps=0.010 Eh: L = -16.253305 V = -15.137647
off shell: S1 = -8.521766 S2 = -7.731539 predicted V-L = 1.115658
screened mu=0.05/a0: E1s=-0.451816 E2s=-0.081771 E2p=-0.080740 Eh
screened: E2p-E2s = 0.001031 Eh, w = 0.185023 Eh
screened: L_2p = -24.396357 V_2p = 0.272594 ratio = -0.011174
screened totals: L = -15.792585 V = -15.792585
\end{verbatim}
